# Hamiltonian blocks from momentum-symmetrized representative states

**Q:** I have a translation-invariant Hamiltonian on a ring and want to diagonalize it one momentum at a time. People keep a single "representative" of each set of translated states. What is being assumed, and what is a representative?

**A:** Take $N$ sites and a finite orthonormal basis of product states $|s\rangle$, for instance up and down patterns of spins. The one-site translation $T$ permutes them without signs,
$$T|s\rangle=|\tau s\rangle,\qquad \tau^N=1 .$$
A permutation of an orthonormal basis is unitary, so $T^\dagger=T^{-1}$, and $T^N=1$. The Hamiltonian obeys $H^\dagger=H$ and $TH=HT$.

The orbit of $a$ is the set of its translates. Its length $R_a$ is the smallest positive $R$ with $\tau^R a=a$. The states $a,\tau a,\dots,\tau^{R_a-1}a$ are distinct, since a coincidence would give a shorter period. Also $R_a$ divides $N$: write $N=qR_a+r$ with $0\le r<R_a$; then $\tau^N a=a$ implies $\tau^r a=a$, hence $r=0$. One member of each orbit, chosen freely, is called its representative.

**Q:** Then I add up the translates with plane-wave phases. But a short orbit repeats itself before I have gone round the ring. Does every orbit yield a state at every momentum?

**A:** No. Let $k=2\pi m/N$ with $m=0,\dots,N-1$. This $k$ is a phase per site. The states built below carry amplitude $e^{-iku}$ on the $u$-th translate, a plane wave $e^{-ikx/d}$ for lattice spacing $d$, so the crystal momentum along the direction in which $T$ moves is $-\hbar k/d$; I use $k$ itself as the momentum label. Define
$$P_k=\frac1N\sum_{r=0}^{N-1}e^{-ikr}T^r .$$
The summand is unchanged by $r\to r+N$, so the sum may start anywhere. Four properties follow:

- $P_k^\dagger=\frac1N\sum_r e^{ikr}T^{-r}=P_k$, after $r\to-r$.
- $P_k^2=\frac1{N^2}\sum_{r,r'}e^{-ik(r+r')}T^{r+r'}=P_k$, because each value of $r+r'$ modulo $N$ occurs $N$ times.
- $P_kT^l=T^lP_k=e^{ikl}P_k$, after shifting $r$ by $l$.
- $HP_k=P_kH$, because $H$ commutes with every $T^r$.

Apply $P_k$ to $|a\rangle$ and split $r=u+qR_a$, where $u$ runs over one orbit and $q$ counts full turns. Since $T^{R_a}|a\rangle=|a\rangle$,
$$P_k|a\rangle=\frac1N\left[\sum_{q=0}^{N/R_a-1}e^{-ikR_aq}\right]\sum_{u=0}^{R_a-1}e^{-iku}T^u|a\rangle .$$
If $e^{ikR_a}=1$, the bracket is $N/R_a$. Otherwise it is a geometric sum,
$$\frac{1-e^{-ikN}}{1-e^{-ikR_a}}=0 .$$
The repetitions then cancel, and the orbit has no state at this momentum. I call an orbit compatible with $k$ when $e^{ikR_a}=1$.

**Q:** How are the surviving states normalized, and do they span the whole space?

**A:** For a compatible orbit set
$$|a,k\rangle=\frac1{\sqrt{R_a}}\sum_{u=0}^{R_a-1}e^{-iku}T^u|a\rangle .$$
It contains $R_a$ distinct basis states, each with weight $1/R_a$, so its norm is one. Comparison with the projection gives
$$P_k|a\rangle=\frac1{\sqrt{R_a}}|a,k\rangle,\qquad |a,k\rangle=\sqrt{R_a}\,P_k|a\rangle .$$
Hence $T|a,k\rangle=e^{ik}|a,k\rangle$.

States from different orbits share no basis state and are orthogonal. States of different $k$ are orthogonal because they belong to different eigenvalues of the unitary $T$. For completeness, count: $mR_a/N$ must be an integer, so $m$ is a multiple of $N/R_a$, which allows $R_a$ values of $m$. An orbit of $R_a$ basis states therefore supplies $R_a$ momentum states, and the total equals the dimension of the space.

**Q:** To get a matrix element I would now expand both states and sum over both orbits. Why should acting with $H$ on the representative alone be enough?

**A:** Because $H$ passes through the projector. Insert the complete product basis:
$$H|a,k\rangle=\sqrt{R_a}\,P_kH|a\rangle=\sqrt{R_a}\sum_s\langle s|H|a\rangle\,P_k|s\rangle .$$
The other members of the orbit of $a$ have been accounted for by $P_k$.

Now suppose $s$ lies in the orbit of representative $b$, with $s=\tau^{l_s}b$. If this orbit is compatible,
$$P_k|s\rangle=P_kT^{l_s}|b\rangle=e^{ikl_s}P_k|b\rangle=\frac{e^{ikl_s}}{\sqrt{R_b}}|b,k\rangle .$$
If it is incompatible, $P_k|s\rangle=0$ and the term is dropped. Taking the overlap with $|b,k\rangle$ gives
$$B_{ba}(k)\equiv\langle b,k|H|a,k\rangle=\sqrt{\frac{R_a}{R_b}}\sum_{s\in\text{orbit of }b}e^{ikl_s}\langle s|H|a\rangle .$$
Elements between different momenta vanish, since $H|a,k\rangle$ still has $T$-eigenvalue $e^{ik}$.

**Q:** The number $l_s$ is not unique. I can go round the orbit once more.

**A:** That replaces $l_s$ by $l_s+R_b$ and multiplies the phase by $e^{ikR_b}$, which is one for a compatible orbit. The sign convention does matter: here $l_s$ translations take the representative to the state reached. If you count the translations that bring $s$ back to $b$, the exponent changes sign.

**Q:** I distrust the square root. It favours one direction: from $a$ to $b$ it is $\sqrt{R_a/R_b}$, and on the way back it is inverted. How can that be Hermitian?

**A:** The sums are lopsided too, in the opposite sense. To show it from the formula itself, label the members of the orbit of $b$ by $l$. Since $\langle\tau^lb|=\langle b|T^{-l}$,
$$B_{ba}=\sqrt{\frac{R_a}{R_b}}\sum_{l=0}^{R_b-1}f(l),\qquad f(l)=e^{ikl}\langle b|T^{-l}H|a\rangle .$$
The function $f$ has period $R_b$, because $e^{ikR_b}=1$ and $\langle b|T^{-R_b}=\langle b|$. A sum over $N$ values of $l$ is thus $N/R_b$ times the sum over one period. Therefore
$$B_{ba}=\sqrt{\frac{R_a}{R_b}}\,\frac{R_b}{N}\sum_{l=0}^{N-1}f(l)=\frac{\sqrt{R_aR_b}}N\sum_{l=0}^{N-1}e^{ikl}\langle b|T^{-l}H|a\rangle .$$
The prefactor is now symmetric. Take the complex conjugate, using $(T^{-l}H)^\dagger=H^\dagger T^l=HT^l$:
$$B_{ba}^*=\frac{\sqrt{R_aR_b}}N\sum_{l=0}^{N-1}e^{-ikl}\langle a|HT^l|b\rangle .$$
Commute $H$ through $T^l$, then replace $l$ by $-l$, which is allowed because the summand has period $N$:
$$B_{ba}^*=\frac{\sqrt{R_aR_b}}N\sum_{l=0}^{N-1}e^{ikl}\langle a|T^{-l}H|b\rangle=B_{ab}.$$
This is Hermiticity of the block.

**Q:** Show me a case small enough to do by hand, but with unequal orbits and complex amplitudes. A real Hamiltonian could hide a wrong phase.

**A:** Take six spins one-half on a ring, with dimensionless spin operators and
$$H=\sum_{j=0}^{5}\big[J(S^x_jS^x_{j+1}+S^y_jS^y_{j+1})+J_zS^z_jS^z_{j+1}+D(S^x_jS^y_{j+1}-S^y_jS^x_{j+1})\big].$$
Choose $J=4$ meV, $J_z=3$ meV and $D=2$ meV. With $S^\pm=S^x\pm iS^y$,
$$S^+_jS^-_{j+1}=S^x_jS^x_{j+1}+S^y_jS^y_{j+1}-i(S^x_jS^y_{j+1}-S^y_jS^x_{j+1}),$$
and $S^-_jS^+_{j+1}$ is its adjoint, with $+i$. Half their sum gives the $J$ bracket, and $i/2$ times their difference gives the $D$ bracket. The coefficient of $S^-_jS^+_{j+1}$, which moves an up spin forward from $j$ to $j+1$, is
$$w=\frac{J-iD}2=(2-i)\text{ meV}.$$
A backward hop has amplitude $w^*$.

Two up spins give 15 states. Label each by its up sites. The representatives are $1=\{0,1\}$, $2=\{0,2\}$ and $3=\{0,3\}$, with lengths 6, 6 and 3. The last orbit is short because three translations exchange the two opposite up spins.

A parallel bond contributes $J_z/4$ and an antiparallel one $-J_z/4$. State 1 has four parallel and two antiparallel bonds, hence diagonal energy $J_z/2=1.5$ meV. States 2 and 3 have two parallel and four antiparallel bonds, hence $-1.5$ meV.

**Q:** And the off-diagonal elements, with their translations?

**A:** From $\{0,1\}$, a forward hop reaches $\{0,2\}$, with $l=0$. A backward hop reaches $\{1,5\}$, which is $\{0,2\}$ translated by $l=5$. Thus
$$B_{21}=w+w^*e^{5ik}=w+w^*e^{-ik}.$$
From $\{0,2\}$, four hops are possible. Those to $\{1,2\}$ and $\{0,1\}$ have $l=1$ and $l=0$ in orbit 1. Those to $\{0,3\}$ and $\{2,5\}$ have $l=0$ and $l=2$ in orbit 3. So
$$B_{12}=we^{ik}+w^*,\qquad B_{32}=\sqrt{\tfrac63}\,(w+w^*e^{2ik}).$$
From $\{0,3\}$, all four hops end in orbit 2: $\{1,3\}$, $\{0,2\}$, $\{0,4\}$ and $\{3,5\}$ have $l=1,0,4,3$. Hence
$$B_{23}=\sqrt{\tfrac36}\,(we^{ik}+w^*+we^{4ik}+w^*e^{3ik}).$$
Orbit 3 is present when $e^{3ik}=1$. Then the four terms pair up, and
$$B_{23}=\frac2{\sqrt2}(we^{ik}+w^*)=\sqrt2\,(we^{ik}+w^*).$$
Since $e^{2ik}=e^{-ik}$ under the same condition, $B_{32}=\sqrt2(w+w^*e^{-ik})=B_{23}^*$. This is the lopsidedness you disliked: two hops lead from 2 into orbit 3, while four lead from 3 into orbit 2. The ratios turn them into $2\sqrt2$ and $4/\sqrt2$, which are equal.

**Q:** Put in a momentum.

**A:** At $m=2$, $k=2\pi/3$ and $e^{ik}=-0.5+0.866i$. Define
$$g=we^{ik}+w^*=(-0.134+2.232i)+(2+i)=1.866+3.232i\ \text{meV}.$$
The block is
$$B=\begin{pmatrix}1.5&g&0\\g^*&-1.5&\sqrt2g\\0&\sqrt2g^*&-1.5\end{pmatrix}\text{ meV},\qquad \sqrt2g=2.639+4.571i\ \text{meV}.$$
Its eigenvalues are $-7.599$, $0.405$ and $5.694$ meV. Their sum is $-1.500$ meV, equal to the trace. The lowest of the three is $-1.217\times10^{-21}$ J.

**Q:** What happens to orbit 3 at $m=1$? I can still hop into it.

**A:** The hops exist, but their coherent sum vanishes. Here $k=\pi/3$ and $e^{3ik}=-1$. The amplitude to reach $\{0,3\}$ from the whole state $|2,k\rangle$ is $\langle\{0,3\}|H|2,k\rangle=\langle 2,k|H|\{0,3\}\rangle^*$, which is $1/\sqrt6$ times the conjugate of the four-term sum written for $B_{23}$. In that sum the terms $we^{ik}$ and $we^{4ik}$ cancel, as do $w^*$ and $w^*e^{3ik}$. The remaining block has $g=3.866+2.232i$ meV:
$$B=\begin{pmatrix}1.5&g\\g^*&-1.5\end{pmatrix}\text{ meV}.$$
Its energies are $\pm\sqrt{1.5^2+|g|^2}=\pm4.709$ meV. Three even values of $m$ give three states each and three odd values give two each: $9+6=15$. The energies of the six blocks agree with those from diagonalizing the full sector.

**Q:** Would a reversed phase have shown up?

**A:** In this example, yes, but only if you compare energies, matrix elements or eigenvectors at a known momentum. Replacing $e^{ikl}$ by $e^{-ikl}$ in the formula gives $B(-k)$, since $k$ and $-k$ have the same compatible orbits. That matrix is Hermitian too, so a Hermiticity check cannot find the mistake. To see whether the energies can, factor the coupling:
$$g=e^{ik/2}(we^{ik/2}+w^*e^{-ik/2})=e^{ik/2}\left(J\cos\frac k2+D\sin\frac k2\right).$$
The energies of these small blocks depend on $|g|$ alone, because the phases of a tridiagonal Hermitian matrix can be absorbed in its basis states. At $k=2\pi/3$ the bracket is $2+\sqrt3=3.73$ meV; at $-k$ it is $2-\sqrt3=0.27$ meV. The energies at $-k$, which is $m=4$, are $-1.890$, $-1.134$ and $1.524$ meV, quite unlike those at $m=2$. The complete list of energies over all six momenta is unchanged, however, because the reversal only exchanges the blocks at $k$ and $-k$. Agreement of that list with the full sector therefore does not confirm the sign; a comparison at fixed momentum, or of the matrix elements themselves, is needed.

In the limit $D=0$, $|g|=J|\cos(k/2)|$ is even in $k$, and the energies would not reveal the reversed sign. The eigenvectors could still be wrong: the coefficients found belong to the states $|a,-k\rangle$, and combined with $|a,k\rangle$ they do not in general give eigenstates of $H$.

**Q:** Suppose I leave out the square root. Are the energies then wrong?

**A:** Not if the matrix is treated as what it is. Without the ratio you have
$$M_{ba}=\sqrt{\frac{R_b}{R_a}}\,B_{ba},\qquad M=\mathcal R^{1/2}B\,\mathcal R^{-1/2},$$
where $\mathcal R$ is the diagonal matrix of orbit lengths. This is a similarity transformation, so $M$ and $B$ have the same eigenvalues. But
$$M_{ba}-M_{ab}^*=\left(\sqrt{\frac{R_b}{R_a}}-\sqrt{\frac{R_a}{R_b}}\right)B_{ba},$$
which is nonzero whenever orbits of different length are coupled.

A Hermitian solver that reads one triangle of $M$ silently supplies the other by conjugation, and so solves a different problem. At $m=2$ the elements $M_{32}$ and $M_{23}$ have moduli $|g|$ and $2|g|$, in place of the correct $\sqrt2|g|$ for both. The lower triangle gives a lowest energy of $-6.239$ meV and the upper triangle $-9.617$ meV; the correct value is $-7.599$ meV. The first result lies above the true lowest energy of the block and the second below it, so the error can have either sign.

This matters for Lanczos iteration as well, whose short recursion relies on Hermiticity in the inner product being used. $M$ is Hermitian in the weighted product $x^\dagger\mathcal R^{-1}y$, because $\mathcal R^{-1}M=\mathcal R^{-1/2}B\mathcal R^{-1/2}$ is a Hermitian matrix. With the ordinary product, use $B$.

**Q:** Does the answer depend on which representative I picked?

**A:** The matrix does, but its energies do not. Choose $a'=\tau^{c_a}a$. Then
$$|a',k\rangle=\sqrt{R_a}\,P_kT^{c_a}|a\rangle=e^{ikc_a}|a,k\rangle,$$
and consequently $B'_{ba}=e^{-ikc_b}B_{ba}e^{ikc_a}$. This is a diagonal unitary change of basis. The same choice must be used throughout one block, since mixed choices would leave unmatched phases.

**Q:** Where does the construction break?

**A:** First, when $H$ does not commute with $T$. Cut the bond between sites 5 and 0 but keep using the formula at $m=2$. The hops from $\{0,1\}$ to $\{1,5\}$, from $\{0,2\}$ to $\{2,5\}$ and from $\{0,3\}$ to $\{3,5\}$ disappear, leaving $B_{21}=w$, $B_{12}=we^{ik}+w^*$ unchanged, and
$$B_{32}=\sqrt2\,w,\qquad B_{23}=\frac{2we^{ik}+w^*}{\sqrt2}.$$
Now $|B_{23}-B_{32}^*|=|\sqrt2we^{ik}-w^*/\sqrt2|=2.93$ meV, which is the largest violation of Hermiticity in this block; the other is $|B_{12}-B_{21}^*|=|we^{ik}|=\sqrt5=2.24$ meV. The diagonal elements lose the $J_z$ term of the cut bond and become $2.25$, $-0.75$ and $-0.75$ meV, but they stay real. The representative no longer speaks for its translates, because they see the cut elsewhere.

Second, when translation produces signs, as it can for fermions. If $T^{R_a}|a\rangle=\eta_a|a\rangle$ with $\eta_a=\pm1$ and still $T^N=1$, the sum over full turns becomes $\sum_q(\eta_ae^{-ikR_a})^q$. An orbit then survives when $e^{ikR_a}=\eta_a$, and the sign incurred in reaching $s$ from $b$ must accompany the phase. The formula above is for the unsigned case.

**Q:** Three orbits are hardly a severe test. Does the formula hold for more general matrices, and is the reduction worth the bookkeeping?

**A:** On all 64 states of the six-site ring, the formula was compared with blocks built from explicitly projected vectors. This was done for the spin Hamiltonian and for a random translation-invariant Hermitian matrix. The largest deviation for the spin Hamiltonian was about $6\times10^{-15}$ meV, at the level of rounding; the random matrix agreed equally well in its own arbitrary units.

For the gain, take twelve sites with four up spins and the same couplings. There are 495 states, in orbits of length 12, 6 and 3. All orbits of length 12 are present at every $m$; those of length 6 require even $m$, and those of length 3 require $m$ divisible by four. The block sizes are accordingly 40 for odd $m$, 43 for $m=0,4,8$, and 42 for $m=2,6,10$. So there are 40 orbits of length 12, two of length 6 and one of length 3, and
$$40\cdot12+2\cdot6+1\cdot3=495 .$$
Each block is smaller than the sector by a factor close to $N=12$; the short orbits prevent exact equality. Lanczos iteration on the blocks finds the lowest energy, $-17.012$ meV, at $m=4$, in agreement with diagonalization of the full sector. Because $D$ makes $k$ and $-k$ inequivalent, the search had to include both signs of momentum. The numerical output lists the hops, blocks and energies used here.

## Calculated quantities

```
J, Jz, D = 4.0, 3.0, 2.0 meV; forward hop w = +2.0000-1.0000i meV
six sites, two up spins: 15 states, 3 orbits
representative {0,1}: R = 6, diagonal = 1.5000 meV
  hop to {0,2} = {0,2} moved by l = 0, amplitude +2.0000-1.0000i meV
  hop to {1,5} = {0,2} moved by l = 5, amplitude +2.0000+1.0000i meV
representative {0,2}: R = 6, diagonal = -1.5000 meV
  hop to {1,2} = {0,1} moved by l = 1, amplitude +2.0000-1.0000i meV
  hop to {0,1} = {0,1} moved by l = 0, amplitude +2.0000+1.0000i meV
  hop to {0,3} = {0,3} moved by l = 0, amplitude +2.0000-1.0000i meV
  hop to {2,5} = {0,3} moved by l = 2, amplitude +2.0000+1.0000i meV
representative {0,3}: R = 3, diagonal = -1.5000 meV
  hop to {1,3} = {0,2} moved by l = 1, amplitude +2.0000-1.0000i meV
  hop to {0,2} = {0,2} moved by l = 0, amplitude +2.0000+1.0000i meV
  hop to {0,4} = {0,2} moved by l = 4, amplitude +2.0000-1.0000i meV
  hop to {3,5} = {0,2} moved by l = 3, amplitude +2.0000+1.0000i meV
block m = 2, rows in meV:
  +1.5000+0.0000i  +1.8660+3.2321i  +0.0000+0.0000i
  +1.8660-3.2321i  -1.5000+0.0000i  +2.6390+4.5708i
  +0.0000+0.0000i  +2.6390-4.5708i  -1.5000+0.0000i
block m = 1, rows in meV:
  +1.5000+0.0000i  +3.8660+2.2321i
  +3.8660-2.2321i  -1.5000+0.0000i
energies m = 0 (meV): -8.0557 0.4171 6.1386
energies m = 1 (meV): -4.7094 4.7094
energies m = 2 (meV): -7.5985 0.4049 5.6936
energies m = 3 (meV): -2.5000 2.5000
energies m = 4 (meV): -1.8897 -1.1344 1.5241
energies m = 5 (meV): -2.8848 2.8848
full sector, lowest 8 (meV): -8.0557 -7.5985 -4.7094 -2.8848 -2.5000 -1.8897 -1.1344 0.4049
full sector, highest 7 (meV): 0.4171 1.5241 2.5000 2.8848 4.7094 5.6936 6.1386
lowest m = 2 energy = -1.2174e-21 J
m = 2 without the square-root ratio, rows in meV:
  +1.5000+0.0000i  +1.8660+3.2321i  +0.0000+0.0000i
  +1.8660-3.2321i  -1.5000+0.0000i  +3.7321+6.4641i
  +0.0000+0.0000i  +1.8660-3.2321i  -1.5000+0.0000i
  Hermitian solver, lower triangle (meV): -6.2389 -0.1115 4.8504
  Hermitian solver, upper triangle (meV): -9.6168 0.8484 7.2684
opened ring, m = 2: largest |B - B^dagger| = 2.9278 meV
all 64 states: 14 orbits, block sizes m = 0..5: 14 9 11 10 11 9
largest formula error: spin H 6e-15 meV, random H 6e-15 (no unit)
twelve sites, four up: 495 states, orbit lengths [3, 6, 12]
  block sizes m = 0..11: 43 40 42 40 43 40 42 40 43 40 42 40
  lowest energy: Lanczos on blocks -17.011654 meV at m = 4, full sector -17.011654 meV
```
